# The (001) Biaxial Modulus of a Diamond Crystal from Keating Forces

## Problem

A diamond-structure crystal has cubic lattice constant $a_0$ and bond length $d=\sqrt3\,a_0/4$. Its energy is modelled by the Keating form

$$U=\sum_{\rm bonds}\frac{3\alpha}{8d^2}\left(\mathbf r\cdot\mathbf r-d^2\right)^2+\sum_{\rm angles}\frac{3\beta}{8d^2}\left(\mathbf r_i\cdot\mathbf r_j+\frac{d^2}{3}\right)^2 .$$

Each bond is counted once. The angle sum runs over the six pairs of bonds at every atom, with both bond vectors pointing away from that atom. The constants $\alpha$ and $\beta$ are forces per length.

A (001) film of this crystal is held coherently on a thick substrate, which imposes $\varepsilon_{xx}=\varepsilon_{yy}=e$ and no in-plane shear. The top face is free. The biaxial modulus $M$ is defined by $\sigma_{xx}=\sigma_{yy}=Me$.

1. Find $C_{11}$ and $C_{12}$ from the Keating energy.
2. Find $M$ and the normal strain $\varepsilon_{zz}$.
3. Determine what happens to $M$ when $\beta\to0$ at fixed $\alpha$, and explain it by the motion of the bonds. Treat $\alpha=0$ as well.
4. Find how the film energy changes at finite strain.
5. Evaluate the results for $\alpha=3.00$ eV/Å², $\beta=0.85$ eV/Å², $a_0=5.43$ Å, $e=1\%$ and a thickness $h=5$ nm. Judge what the model neglects.

## Solution

### 1. Elastic constants

The bonds leaving an atom of the first sublattice are

$$\mathbf r_{1,2,3,4}=\frac{a_0}{4}\{(1,1,1),\,(1,-1,-1),\,(-1,1,-1),\,(-1,-1,1)\}.$$

At an atom of the second sublattice all four are reversed, which leaves every scalar product unchanged. In the unstrained crystal $\mathbf r_i\cdot\mathbf r_i=3a_0^2/16=d^2$ and $\mathbf r_i\cdot\mathbf r_j=-a_0^2/16=-d^2/3$, so every term of $U$ is zero. The energy to second order in strain therefore needs the brackets to first order only.

Apply normal strains $\varepsilon_x,\varepsilon_y,\varepsilon_z$ along the cube axes, and allow a relative shift $\mathbf u$ of the two sublattices. To first order,

$$\delta(\mathbf r_i\cdot\mathbf r_i)=2\mathbf r_i\cdot\varepsilon\mathbf r_i+2\mathbf r_i\cdot\mathbf u,\qquad
\delta(\mathbf r_i\cdot\mathbf r_j)=2\mathbf r_i\cdot\varepsilon\mathbf r_j+(\mathbf r_i+\mathbf r_j)\cdot\mathbf u .$$

The shift does not couple to these strains. In the stretching energy, $\mathbf r_i\cdot\varepsilon\mathbf r_i$ is the same for all four bonds, so the cross term is proportional to $\sum_i\mathbf r_i\cdot\mathbf u=0$. In the bending energy, opposite pairs such as (1,2) and (3,4) have equal $\mathbf r_i\cdot\varepsilon\mathbf r_j$ but opposite $\mathbf r_i+\mathbf r_j$, so their cross terms cancel. What remains in $\mathbf u$ is a sum of squares, which is least at $\mathbf u=0$.

**Stretching.** The squares of the bond components are all $a_0^2/16$, hence for every bond

$$\delta(\mathbf r\cdot\mathbf r)=\frac{a_0^2}{8}(\varepsilon_x+\varepsilon_y+\varepsilon_z).$$

The primitive cell has volume $a_0^3/4$ and contains 4 bonds. With $3/(8d^2)=2/a_0^2$, the stretching energy per volume is

$$W_s=\frac{4}{a_0^3}\cdot4\cdot\frac{2\alpha}{a_0^2}\cdot\frac{a_0^4}{64}(\varepsilon_x+\varepsilon_y+\varepsilon_z)^2=\frac{\alpha}{2a_0}(\varepsilon_x+\varepsilon_y+\varepsilon_z)^2 .$$

**Bending.** For the pair (1,2) the products of components have signs $(+,-,-)$, so

$$\delta(\mathbf r_1\cdot\mathbf r_2)=\frac{a_0^2}{8}(\varepsilon_x-\varepsilon_y-\varepsilon_z).$$

The other pairs give the same pattern with $x$, $y$ or $z$ singled out. The cell has 12 angles, four of each pattern, so the prefactor is that of $W_s$ with $\alpha$ replaced by $\beta$:

$$W_b=\frac{\beta}{2a_0}\left[(\varepsilon_x-\varepsilon_y-\varepsilon_z)^2+(\varepsilon_y-\varepsilon_z-\varepsilon_x)^2+(\varepsilon_z-\varepsilon_x-\varepsilon_y)^2\right].$$

Each squared strain appears three times. The product $\varepsilon_x\varepsilon_y$ has coefficients $-2$, $-2$ and $+2$ in the three squares, in total $-2$, and likewise for the other products:

$$W_b=\frac{\beta}{2a_0}\left[3(\varepsilon_x^2+\varepsilon_y^2+\varepsilon_z^2)-2(\varepsilon_x\varepsilon_y+\varepsilon_y\varepsilon_z+\varepsilon_z\varepsilon_x)\right].$$

Cubic elasticity for normal strains reads $W=\tfrac12C_{11}\sum_k\varepsilon_k^2+C_{12}(\varepsilon_x\varepsilon_y+\varepsilon_y\varepsilon_z+\varepsilon_z\varepsilon_x)$. Comparing coefficients in $W_s+W_b$ gives

$$C_{11}=\frac{\alpha+3\beta}{a_0},\qquad C_{12}=\frac{\alpha-\beta}{a_0},$$

and from these

$$C_{11}-C_{12}=\frac{4\beta}{a_0},\qquad C_{11}+2C_{12}=\frac{3\alpha+\beta}{a_0}.$$

### 2. Biaxial modulus

The free face requires $\sigma_{zz}=0$. Out-of-plane shears stay zero, because the twofold rotations about the cube axes forbid their coupling to normal strains. Thus

$$\sigma_{zz}=2C_{12}e+C_{11}\varepsilon_{zz}=0\quad\Rightarrow\quad
\varepsilon_{zz}=-\frac{2C_{12}}{C_{11}}e=-\frac{2(\alpha-\beta)}{\alpha+3\beta}\,e .$$

The in-plane stress is

$$\sigma_{xx}=(C_{11}+C_{12})e+C_{12}\varepsilon_{zz}=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)e .$$

Since $C_{11}^2+C_{11}C_{12}-2C_{12}^2=(C_{11}-C_{12})(C_{11}+2C_{12})$,

$$\boxed{M=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}}=\frac{4\beta(3\alpha+\beta)}{a_0(\alpha+3\beta)}}$$

The work done by two equal in-plane stresses gives $dW=2\sigma_{xx}\,de$, so the film energy density is $W=Me^2$, without a factor $\tfrac12$. The constant $C_{44}$ does not enter: an equal biaxial strain has no shear component in any in-plane axes.

### 3. The limits of weak bending and weak stretching

At fixed $\alpha>0$ the modulus vanishes linearly with $\beta$:

$$M=\frac{4\beta}{a_0}\,\frac{3+\beta/\alpha}{1+3\beta/\alpha}\;\longrightarrow\;\frac{12\beta}{a_0}.$$

The reason is visible in the film energy before $\varepsilon_{zz}$ is chosen. Setting $\varepsilon_x=\varepsilon_y=e$ in $W_s$ and $W_b$,

$$W=\frac{\alpha}{2a_0}(2e+\varepsilon_{zz})^2+\frac{\beta}{2a_0}\left[2\varepsilon_{zz}^2+(\varepsilon_{zz}-2e)^2\right].$$

All bonds lie along $\langle111\rangle$ directions, equally inclined to the three cube axes. Under normal strains along these axes, their lengths therefore respond, to first order, to the volume change alone. The free face lets the film keep its volume by taking $\varepsilon_{zz}=-2e$. Every bond then turns towards the film plane (for $e>0$) without changing length. Angle changes are the whole cost, and with $\beta=0$ they are free.

For small $\beta$ the film stays close to this motion. From the result for $\varepsilon_{zz}$,

$$2e+\varepsilon_{zz}=\frac{8\beta}{\alpha+3\beta}\,e ,$$

so the stretching energy is of order $\beta^2$. The bending energy at $\varepsilon_{zz}=-2e$ is $(\beta/2a_0)(8+16)e^2=12\beta e^2/a_0$, which reproduces the limit of $M$. Stiff bonds do not help, because the film avoids loading them.

The crystal has not lost all stiffness. Its bulk modulus $(C_{11}+2C_{12})/3=(3\alpha+\beta)/(3a_0)$ tends to $\alpha/a_0$, since a small uniform volume change alters the bond lengths to first order, and no small displacement of the atoms undoes this for all bonds. This is a harmonic statement: at $\beta=0$ a finite contraction can be taken up without shortening any bond, if the atoms of a larger cell move sideways by amounts that grow as the square root of the strain. Moreover, $C_{11}=C_{12}$ and $C_{44}=0$ at $\beta=0$, so the crystal has no harmonic stiffness against volume-conserving tetragonal strain or against shear in the cube axes.

The soft motion is not an artefact of linearization. The squared bond length is $(a_0^2/16)[2(1+e)^2+(1+\varepsilon_{zz})^2]$, which stays equal to $d^2$ if

$$(1+\varepsilon_{zz})^2=3-2(1+e)^2 .$$

This has a solution with nonzero film thickness as long as $(1+e)^2<3/2$. At $e=1\%$ it gives $\varepsilon_{zz}=-2.031\%$, and the bond angles move from 109.47° to 108.66° and 111.11°.

The opposite limit differs. For $\alpha=0$, the harmonic result is

$$M=\frac{4\beta}{3a_0},\qquad\varepsilon_{zz}=+\frac{2e}{3}.$$

With normal strains alone, the bending terms would all vanish to first order only if $\varepsilon_{zz}=0$ and $\varepsilon_{zz}=2e$ held together, which is impossible for $e\neq0$. The Keating bending term contains $\mathbf r_i\cdot\mathbf r_j$ and so depends on bond lengths as well as on the angle. This is why it resists even a pure dilation in which all atoms keep their scaled positions. Shear is another matter. At $\alpha=0$ the shear constant $C_{44}$ vanishes, and under a finite tension an out-of-plane shear of order $\sqrt e$, together with a sublattice shift, can remove the bending energy altogether. Displacements of the atoms within the 8-atom cubic cell can do the same with no overall shear. Under tension, the value of $M$ at $\alpha=0$ therefore describes only a film whose atoms all stay where the normal strains alone put them.

### 4. Finite strain

For stretches $1+\varepsilon_k$ along the cube axes,

$$\mathbf r\cdot\mathbf r-d^2=\frac{a_0^2}{16}\sum_k\left[(1+\varepsilon_k)^2-1\right]=\frac{a_0^2}{8}\sum_kE_k,\qquad E_k=\varepsilon_k+\tfrac12\varepsilon_k^2 .$$

The scalar products $\mathbf r_i\cdot\mathbf r_j$ change in the same way, with the signs of part 1. The energy per reference volume is thus the earlier quadratic form with $\varepsilon_k$ replaced by $E_k$. As long as the film develops no shear and no internal displacement of its atoms, minimizing over $E_z$ gives

$$W=M\left(e+\tfrac12e^2\right)^2=Me^2\left(1+\tfrac12e\right)^2 .$$

At $e=1\%$ this exceeds $Me^2$ by 1.00%. A nonlinear relaxation of an 8-atom periodic cell at this strain, with all atoms and out-of-plane strains free, gives the same increase.

### 5. Numbers

The parameters are rough values in the regime of silicon. They give

$$C_{11}=\frac{3.00+2.55}{5.43}=1.022\ \text{eV/Å}^3\ (164\ \text{GPa}),\qquad C_{12}=\frac{2.15}{5.43}=0.396\ \text{eV/Å}^3,$$

$$M=\frac{4(0.85)(9.00+0.85)}{5.43\,(3.00+2.55)}=1.111\ \text{eV/Å}^3\ (178\ \text{GPa}).$$

Relaxing all atoms of the 8-atom cell in the harmonic limit gives the same $M$, and a 64-atom cell does not shift it.

The normal strain is $-0.775\,e$, far from the $-2e$ of the bending-free film. The stress is $0.01M=1.78$ GPa, and the stored energy is $Me^2h=0.00556$ eV/Å². Bending carries 62.7% of it and stretching 37.3%. Here $\beta/\alpha$ is about 0.28, too large for the limit $12\beta/a_0$. At fixed $\alpha$ and $a_0$, $Ma_0/\beta$ is 9.538 for $\beta/\alpha=0.1$ and 11.968 for 0.001.

**Comparison with a real film.** The case resembles silicon on a relaxed silicon-germanium layer. Silicon's biaxial modulus is roughly 180 GPa. The agreement is no prediction, since the parameters were chosen in silicon's regime. Rough inputs size the neglected effects:

- A surface stress of 0.05 eV/Å² is 9% of the film force per width, $Meh=0.556$ eV/Å². It adds to the force that bends a wafer, not to $M$. Separately, the bonds and angles missing at an unreconstructed free face lower the stiffness of the Keating film by about 1.5% of $Mh$ at 5 nm, if each atomic layer is counted as $a_0/4$ thick.
- An expansion mismatch of $10^{-6}$ K⁻¹ over 600 K of heating changes the misfit by 6% of its value.
- The same heating lowers the modulus by about 4%, at $7\times10^{-5}$ K⁻¹.
- With a pressure derivative of the bulk modulus near 4, the film's dilation of $2e+\varepsilon_{zz}\approx1.2\%$ lowers the bulk modulus by about 5%. This is only a rough guide to the anharmonic change in $M$. The softening opposes the 1.00% rise in energy found in part 4, so that rise belongs to the Keating model and should not be expected of a real silicon film.

Coherence is a further assumption. In films well above the thickness estimated below, its loss can outweigh the effects just listed. Let two crossed arrays of misfit dislocations, each with $\rho$ lines per length, relieve a strain $\rho b/2$ in each direction, where $b=a_0/\sqrt2=3.84$ Å. With line energy $\Lambda$ and no interaction between lines, the energy per area is

$$M\left(e-\tfrac12\rho b\right)^2h+2\rho\Lambda,\qquad \Lambda\approx\frac{Kb^2}{4\pi}\left[\ln\frac hb+1\right].$$

The form of $\Lambda$ is the usual logarithmic estimate, with a rough $K=0.5$ eV/Å³. The derivative at $\rho=0$ is $-Mebh+2\Lambda$, so dislocations begin to pay when $Me(b/2)h=\Lambda$. This gives about 12 nm, and the 5 nm film lies below it. The estimate is rough: changing $K$ by 20% and the constant 1 in the bracket by one either way moves it between about 6 and 20 nm. In a thicker film at equilibrium the remaining strain is $2\Lambda/(Mbh)$, while $M$ is unchanged. Because $\Lambda$ grows logarithmically with $h$, the stress falls more slowly than $1/h$. The numerical output lists the rough inputs used here.

## Numbers as computed

```
alpha (rough input) = 3.00 eV/A^2
beta (rough input) = 0.85 eV/A^2
lattice constant a0 (rough input) = 5.43 A
misfit strain = 1.0 %
film thickness = 5.0 nm
C11 = 1.0221 eV/A^3 = 163.8 GPa
C12 = 0.3959 eV/A^3
C11 - C12 = 0.6262 eV/A^3
C11 + 2 C12 = 1.8140 eV/A^3
biaxial modulus M from atoms = 1.1113 eV/A^3 = 178.0 GPa
biaxial modulus M from formula = 1.1113 eV/A^3
shift of M, 8 to 64 atoms = 0.0e+00 eV/A^3
eps_zz / e = -0.7748
eps_zz in the film = -0.775 %
film stress = 1.78 GPa
elastic energy per area = 0.00556 eV/A^2
stretching share of energy = 37.3 %
bending share of energy = 62.7 %
beta/alpha = 0.100: M = 0.52699 eV/A^3, M a0/beta = 9.538
beta/alpha = 0.010: M = 0.06458 eV/A^3, M a0/beta = 11.689
beta/alpha = 0.001: M = 0.00661 eV/A^3, M a0/beta = 11.968
beta = 0: M below 1e-12 eV/A^3: True
beta = 0: bulk modulus = 0.5525 eV/A^3
alpha = 0: M = 0.2087 eV/A^3
stretch-free path at the misfit: eps_zz = -2.031 %
ideal bond angle = 109.47 deg
smallest angle on that path = 108.66 deg
largest angle on that path = 111.11 deg
finite-strain change of Keating energy = 1.00 %
rough surface stress = 0.05 eV/A^2
film force per width = 0.556 eV/A^2
surface stress / film force = 9 %
rough expansion mismatch = 1e-06 1/K
heating above room temperature = 600 K
thermal mismatch / misfit = 6 %
rough softening rate = 7e-05 1/K
thermal softening of modulus = 4 %
rough dB/dP = 4 (no unit)
anharmonic softening scale = 5 %
rough dislocation energy factor K = 0.5 eV/A^3
Burgers vector length b = 3.84 A
estimated coherence-limit thickness = 12 nm
```
